**Slowest midgap decay in silicon for a (001) interface**

The program computes the complex bands of silicon in a published sp³d⁵s* tight-binding model and maps the smallest amplitude decay constant κ over the transverse wavevector k = (kx, ky), in units of 2π/a. At midgap the lowest value, 0.0850 bohr⁻¹, lies at k = 0; the projected lateral valleys near (0.80, 0) follow at 0.0867 bohr⁻¹. N(z) is the zone average of exp(−2κz) summed over the ten slowest states at each k. The centre half of the zone holds the larger share of N at 20 to 100 bohr, and the valley half at 200 to 800 bohr. The program asserts that complex solutions satisfy the separately built bulk Hamiltonian and that Green functions of growing slabs decay at the same rate. It also asserts cubic symmetry, the band edges, the near-edge decay expected from the transverse mass, and that no sampled point lies below the lower minimum. The zone integral at 40 bohr is compared with a uniform mesh, and its valley part at 800 bohr with Laplace's formula; the output shows agreement within about 0.1% in both cases.

## Numerical verification

```python
# Result under test: in sp3d5s* silicon the slowest midgap evanescent states
# for a (001) interface lie at the transverse zone centre or at the projected
# lateral conduction valleys; their decay constants and areas fix penetration.
# k = (kx, ky) and kz are in units of 2 pi/a; energies are in eV.
# Lambda = exp(i kz a/2) is the Bloch factor for one two-layer cell;
# kappa = -(2/a) ln|Lambda| is the amplitude decay constant in 1/bohr.
# P and Q are the hopping sums over upward and downward bonds.
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize, minimize_scalar, brentq

HARTREE = physical_constants['Hartree energy in eV'][0]
BOHR = physical_constants['Bohr radius'][0]
LATTICE = 5.431e-10 / BOHR
KUNIT = 2 * np.pi / LATTICE

# Published silicon parameters (Boykin, Klimeck, Oyafuso), in eV; t = s*
par = dict(Es=-2.15168, Ep=4.22925, Et=19.11650, Ed=13.78950, lam=0.01989,
           ss=-1.95933, tt=-4.24135, st=-1.52230, sp=3.02562, tp=3.15565,
           sd=-2.28485, td=-0.80993, pps=4.10364, ppp=-1.51801,
           pds=-1.35554, pdp=2.38479, dds=-1.68136, ddp=2.58880,
           ddd=-1.81400)

# d orbitals as normalized symmetric traceless tensors
TENSORS = np.zeros((5, 3, 3))
for n, (i, j) in enumerate([(0, 1), (1, 2), (2, 0)]):
    TENSORS[n, i, j] = TENSORS[n, j, i] = 1 / np.sqrt(2)
TENSORS[3] = np.diag([1, -1, 0]) / np.sqrt(2)
TENSORS[4] = np.diag([-1, -1, 2]) / np.sqrt(6)


def bond_block(direction):
    """Hopping from orbitals at the origin to those at the bond's end."""
    u = direction / np.linalg.norm(direction)
    p = par
    h = np.zeros((10, 10))
    tu = TENSORS @ u
    axial = np.sqrt(1.5) * (tu @ u)
    pi_map = np.sqrt(2) * (tu - np.outer(tu @ u, u)).T
    h[0, 0], h[9, 9] = p['ss'], p['tt']
    h[0, 9] = h[9, 0] = p['st']
    for row, vp, vd in ((0, p['sp'], p['sd']), (9, p['tp'], p['td'])):
        h[row, 1:4] = vp * u
        h[1:4, row] = -vp * u
        h[row, 4:9] = h[4:9, row] = vd * axial
    uu = np.outer(u, u)
    h[1:4, 1:4] = p['pps'] * uu + p['ppp'] * (np.eye(3) - uu)
    pd = p['pds'] * np.outer(u, axial) + p['pdp'] * pi_map
    h[1:4, 4:9] = pd
    h[4:9, 1:4] = -pd.T
    sig, pi = np.outer(axial, axial), pi_map.T @ pi_map
    h[4:9, 4:9] = (p['dds'] * sig + p['ddp'] * pi
                   + p['ddd'] * (np.eye(5) - sig - pi))
    return h


def make_onsite(lam):
    orb = np.diag([par['Es']] + [par['Ep']] * 3 + [par['Ed']] * 5
                  + [par['Et']])
    h = np.kron(np.eye(2), orb).astype(complex)
    pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]])]
    for c in range(3):
        ang = np.zeros((10, 10), complex)
        i, j = (c + 1) % 3, (c + 2) % 3
        ang[1 + i, 1 + j], ang[1 + j, 1 + i] = -1j, 1j
        h += lam * np.kron(pauli[c], ang)
    return h


BONDS = np.array([[1, 1, 1], [-1, -1, 1], [1, -1, -1], [-1, 1, -1]]) / 4
HOPS = [np.kron(np.eye(2), bond_block(d)) for d in BONDS]
ONSITE = make_onsite(par['lam'])
ONSITE_NOSO = make_onsite(0.0)
ZERO = np.zeros((20, 20))
TAU = np.exp(0.7j)


def bulk(k3, onsite=ONSITE):
    """Bulk Bloch matrix, continued analytically to complex kz."""
    phases = np.exp(2j * np.pi * (BONDS @ np.asarray(k3)))
    ab = sum(f * v for f, v in zip(phases, HOPS))
    ba = sum(v.T / f for f, v in zip(phases, HOPS))
    return np.block([[onsite, ab], [ba, onsite]])


def bands(k3, onsite=ONSITE):
    return np.linalg.eigvalsh(bulk(k3, onsite))


def layer_hops(k):
    f = np.exp(2j * np.pi * (BONDS[:, :2] @ np.asarray(k)))
    return f[0] * HOPS[0] + f[1] * HOPS[1], f[2] * HOPS[2] + f[3] * HOPS[3]


def bloch_factors(k, energy):
    up, down = layer_hops(k)
    w = ONSITE - energy * np.eye(20)
    a0 = np.block([[ZERO, down], [up.conj().T, w]])
    a1 = np.block([[w, up], [down.conj().T, ZERO]])
    mu = np.linalg.eigvals(np.linalg.solve(a0 + TAU * a1, a1))
    mu = mu[abs(mu) > 1e-9]
    lam = TAU - 1 / mu
    lam = lam[abs(lam) < 1]
    return lam[np.argsort(-abs(lam))]


def decay_list(k, energy):
    lam = bloch_factors(k, energy)[:10]
    return -2 / LATTICE * np.log(np.maximum(abs(lam), 1e-30))


def slowest(k, energy):
    return decay_list(k, energy)[0]


def slab_decay(k, energy, first=150, last=400):
    """Decay rate of the end-to-end Green function of growing slabs."""
    up, down = layer_hops(k)
    cell = np.block([[ONSITE, up], [up.conj().T, ONSITE]])
    link = np.block([[ZERO, ZERO], [down.conj().T, ZERO]])
    base = energy * np.eye(40) - cell
    g = np.linalg.inv(base)
    prop, log_norm, logs = g.copy(), 0.0, []
    for n in range(2, last + 1):
        g = np.linalg.inv(base - link.conj().T @ g @ link)
        prop = prop @ link @ g
        size = np.linalg.norm(prop)
        prop /= size
        log_norm += np.log(size)
        if n >= first:
            logs.append(log_norm)
    slope = np.polyfit(np.arange(first, last + 1), logs, 1)[0]
    return -slope * 2 / LATTICE


# Band edges and masses
ev = bands([0, 0, 0])[7]
edge = minimize_scalar(lambda x: bands([x, 0, 0])[8], bounds=(0.6, 0.98),
                       method='bounded', options={'xatol': 1e-7})
k0, ec = edge.x, edge.fun
mid = (ev + ec) / 2


def mass(center, axis, index, onsite=ONSITE, step=0.01):
    c, d = np.array(center, float), np.zeros(3)
    d[axis] = step
    second = (bands(c + d, onsite)[index] + bands(c - d, onsite)[index]
              - 2 * bands(c, onsite)[index])
    return (step * KUNIT)**2 * HARTREE / second


ml = mass([k0, 0, 0], 0, 8)
mt = mass([k0, 0, 0], 2, 8)
m_light = -mass([0, 0, 0], 2, 2, ONSITE_NOSO)

# Quadrature over the irreducible wedge, denser near the slow points
gx, wx = np.polynomial.legendre.leggauss(24)
gx, wx = (gx + 1) / 2, wx / 2
gy, wy = np.polynomial.legendre.leggauss(14)
gy, wy = (gy + 1) / 2, wy / 2
nodes, weights, rates = [[], []], [[], []], [[], []]
for s, ws in zip(gx, wx):
    for t, wt in zip(gy, wy):
        x = 0.5 * s * s
        nodes[0].append((x, x * t))
        weights[0].append(4 * ws * wt * s * x)
        x = 0.5 + 0.5 * s
        nodes[1].append((x, (1 - x) * t * t))
        weights[1].append(4 * ws * wt * 0.5 * (1 - x) * 2 * t)
for half in (0, 1):
    rates[half] = np.array([decay_list(k, mid) for k in nodes[half]])
    weights[half] = np.array(weights[half])


def survival(half, z):
    return weights[half] @ np.exp(-2 * z * rates[half]).sum(axis=1)


# Refined minimum in each half of the transverse zone
minima = []
for half in (0, 1):
    start = np.array(nodes[half][int(np.argmin(rates[half][:, 0]))])
    simplex = start + np.array([[0, 0], [0.01, 0], [0, 0.01]])
    r = minimize(slowest, start, args=(mid,), method='Nelder-Mead',
                 options={'initial_simplex': simplex, 'xatol': 1e-5,
                          'fatol': 1e-10, 'maxiter': 150})
    minima.append((np.abs(r.x), r.fun))
(kc, kap_c), (kv, kap_v) = minima

# Uniform mesh: map and independent zone integral
M = 30
mesh = {(i, j): decay_list((i / M, j / M), mid)
        for i in range(M + 1) for j in range(min(i, M - i) + 1)}


def fold(i, j):
    i, j = abs(i), abs(j)
    if i + j > M:
        i, j = M - i, M - j
    return max(i, j), min(i, j)


def mesh_survival(z):
    return np.mean([np.exp(-2 * z * mesh[fold(i, j)]).sum()
                    for i in range(-M, M) for j in range(M)])


def valley_rate(energy):
    return minimize_scalar(lambda x: slowest((x, 0), energy),
                           bounds=(0.6, 0.98), method='bounded').fun


e_swap = brentq(lambda e: slowest((0, 0), e) - valley_rate(e),
                ev + 0.2, ec - 0.2, xtol=1e-5)

# Curvatures at the valley minimum and the deep-penetration formula
h = 0.004
cxx, cyy = [(slowest(kv + d, mid) + slowest(kv - d, mid)
             - 2 * slowest(kv, mid)) / h**2
            for d in (np.array([h, 0]), np.array([0, h]))]


def laplace_valley(z):
    return 4 * np.exp(-2 * kap_v * z) * np.pi / (z * np.sqrt(cxx * cyy))


print('Model parameters in eV (t = s*):')
items = [f'{a}={b:.5f}' for a, b in par.items()]
for i in range(0, len(items), 5):
    print('  ' + ' '.join(items[i:i + 5]))
print(f'lattice constant: {LATTICE:.4f} bohr')
print(f'2 pi/a: {KUNIT:.5f} 1/bohr')
print(f'valence edge: {ev:.4f} eV')
print(f'conduction edge: {ec:.4f} eV at k = {k0:.4f} (2 pi/a)')
print(f'gap: {ec-ev:.4f} eV; midgap energy: {mid:.4f} eV')
print(f'valley masses ml, mt: {ml:.4f}, {mt:.4f} electron masses')
print(f'light valence mass, no spin-orbit: {m_light:.4f} electron masses')
print('Map of slowest kappa in 1/bohr; kx runs from ky to 1-ky by 0.1:')
for j in range(0, 16, 3):
    print(f'  ky={j/M:.1f}: ' + ' '.join(
        f'{mesh[(i, j)][0]:.4f}' for i in range(j, M - j + 1, 3)))
for name, k, kap in (('centre', kc, kap_c), ('valley', kv, kap_v)):
    length = 1 / (2 * kap)
    rekz = abs(np.angle(bloch_factors(k, mid)[0])) / np.pi
    print(f'{name} minimum at kx, ky: {k[0]:.4f}, {k[1]:.4f} (2 pi/a)')
    print(f'  kappa: {kap:.5f} 1/bohr; |Re kz|: {rekz:.4f} (2 pi/a)')
    print(f'  density decay length: {length:.3f} bohr'
          f' = {length*BOHR*1e9:.4f} nm')
second = decay_list((0, 0), mid)
print('centre, four slowest kappa (1/bohr): '
      + ' '.join(f'{v:.5f}' for v in second[:4]))
par_c = np.sqrt(2 * m_light * (mid - ev) / HARTREE)
par_v = np.sqrt(2 * mt * (ec - mid) / HARTREE)
print(f'parabolic kappa, centre: {par_c:.5f} 1/bohr')
print(f'parabolic kappa, valley: {par_v:.5f} 1/bohr')
print(f'order exchange energy above valence edge: {e_swap-ev:.4f} eV')
print(f'  relative to midgap: {e_swap-mid:+.4f} eV')
print(f'valley curvatures xx, yy: {cxx:.3f}, {cyy:.3f}'
      ' (1/bohr)/(2 pi/a)^2')
print('depth (bohr), surviving sum N, centre share, valley share:')
for z in (20, 40, 100, 200, 400, 800):
    a, b = survival(0, z), survival(1, z)
    print(f'  {z:4d}  {a+b:.3e}  {a/(a+b):.4f}  {b/(a+b):.4f}')
ratio = survival(1, 800) / laplace_valley(800)
mesh_ratio = mesh_survival(40) / (survival(0, 40) + survival(1, 40))
print(f'valley quadrature / Laplace formula at 800 bohr: {ratio:.4f}')
print(f'uniform mesh / graded quadrature at 40 bohr: {mesh_ratio:.4f}')

# Cubic symmetry of the bond construction, including inversion
ref = bands([0.3, 0.1, 0.6])
assert np.allclose(ref, bands([0.6, 0.3, 0.1]), atol=1e-9)
assert np.allclose(ref, bands([-0.3, 0.1, 0.6]), atol=1e-9)
# The energy zero of the published fit is the valence edge
assert abs(ev) < 0.003 and 1.0 < ec - ev < 1.25
# Complex solutions must satisfy the separately built bulk Hamiltonian
slab_errors = []
for k in (kc, kv, np.array([0.3, 0.1]), np.array([0.5, 0.5])):
    kz = np.log(bloch_factors(k, mid)[0]) / (1j * np.pi)
    levels = np.linalg.eigvals(bulk([k[0], k[1], kz]))
    assert min(abs(levels - mid)) < 1e-5
    slab_errors.append(abs(slab_decay(k, mid) / slowest(k, mid) - 1))
print(f'largest relative slab-decay difference: {max(slab_errors):.1e}')
# Small residual allows for beating between complex-conjugate branches
assert max(slab_errors) < 3e-3
# Near the band edge the decay must follow the real-band transverse mass
near = slowest((k0, 0), ec - 0.01)
assert abs(near / np.sqrt(2 * mt * 0.01 / HARTREE) - 1) < 0.03
# Locations of the two minima, and no lower point anywhere sampled
assert np.linalg.norm(kc) < 2e-3
assert kv[1] < 2e-3 and 0.7 < kv[0] < 0.95
lowest = min(rates[0][:, 0].min(), rates[1][:, 0].min(),
             min(v[0] for v in mesh.values()))
assert lowest > min(kap_c, kap_v) - 1e-7
# Zone integral: finite mesh and branch kinks limit agreement
assert abs(mesh_ratio - 1) < 0.03
# Leading asymptotic term: corrections fall as inverse depth
assert cxx > 0 and cyy > 0 and abs(ratio - 1) < 0.10
print('no test failed')
```

Printed output:

```
Model parameters in eV (t = s*):
  Es=-2.15168 Ep=4.22925 Et=19.11650 Ed=13.78950 lam=0.01989
  ss=-1.95933 tt=-4.24135 st=-1.52230 sp=3.02562 tp=3.15565
  sd=-2.28485 td=-0.80993 pps=4.10364 ppp=-1.51801 pds=-1.35554
  pdp=2.38479 dds=-1.68136 ddp=2.58880 ddd=-1.81400
lattice constant: 10.2631 bohr
2 pi/a: 0.61221 1/bohr
valence edge: -0.0000 eV
conduction edge: 1.1312 eV at k = 0.8133 (2 pi/a)
gap: 1.1312 eV; midgap energy: 0.5656 eV
valley masses ml, mt: 0.8911, 0.2013 electron masses
light valence mass, no spin-orbit: 0.1924 electron masses
Map of slowest kappa in 1/bohr; kx runs from ky to 1-ky by 0.1:
  ky=0.0: 0.0850 0.0924 0.0990 0.1149 0.1168 0.1088 0.0988 0.0902 0.0867 0.0913 0.1046
  ky=0.1: 0.0975 0.1018 0.1139 0.1363 0.1377 0.1409 0.1448 0.1264 0.1152
  ky=0.2: 0.1054 0.1114 0.1301 0.1649 0.1767 0.1588 0.1425
  ky=0.3: 0.1095 0.1177 0.1475 0.1815 0.1746
  ky=0.4: 0.1108 0.1212 0.1704
  ky=0.5: 0.1108
centre minimum at kx, ky: 0.0000, 0.0000 (2 pi/a)
  kappa: 0.08504 1/bohr; |Re kz|: 0.0000 (2 pi/a)
  density decay length: 5.880 bohr = 0.3111 nm
valley minimum at kx, ky: 0.7976, 0.0000 (2 pi/a)
  kappa: 0.08669 1/bohr; |Re kz|: 0.0000 (2 pi/a)
  density decay length: 5.768 bohr = 0.3052 nm
centre, four slowest kappa (1/bohr): 0.08504 0.08504 0.09511 0.09511
parabolic kappa, centre: 0.08942 1/bohr
parabolic kappa, valley: 0.09148 1/bohr
order exchange energy above valence edge: 0.5781 eV
  relative to midgap: +0.0125 eV
valley curvatures xx, yy: 0.826, 9.846 (1/bohr)/(2 pi/a)^2
depth (bohr), surviving sum N, centre share, valley share:
    20  4.004e-02  0.6372  0.3628
    40  4.986e-04  0.6843  0.3157
   100  3.313e-09  0.5950  0.4050
   200  3.001e-17  0.3657  0.6343
   400  9.424e-33  0.1155  0.8845
   800  3.667e-63  0.1330  0.8670
valley quadrature / Laplace formula at 800 bohr: 0.9988
uniform mesh / graded quadrature at 40 bohr: 1.0009
largest relative slab-decay difference: 3.5e-05
no test failed
```
